# Secondary-electron yield versus beam energy for constant deposition in depth

An electron beam of energy $E$ strikes a flat, thick solid at normal incidence. The primaries create slow internal electrons, and some of these leave through the surface as secondaries. The yield $\delta(E)$ is the mean number of emitted secondaries per incident electron. It sets much of the signal in a scanning electron microscope and influences how an insulating film charges.

The model rests on four assumptions.

- The primaries reach a depth $R(E)=BE^n$, with $B>0$ and $n>0$.
- At a given $E$, the energy deposited per unit depth is the same at every depth $x$ between $0$ and $R$, and zero beyond $R$.
- One internal secondary is created for each energy $\varepsilon$ deposited.
- A secondary created at depth $x$ leaves the solid with probability $P\,e^{-x/\lambda}$, where $\lambda$ is the escape length and $0<P\le1$ describes the surface.

The quantities $P$, $\varepsilon$ and $\lambda$ do not depend on $E$. Backscattered primaries, and the secondaries they create on their way out, are left out. The algebra is in atomic units, with energies in hartree and lengths in bohr; numbers are in eV and angstrom.

## (a) The yield as a function of energy

**Question.** Find the density of internal secondaries and derive $\delta(E)$. Express it through the ratio $z=R/\lambda$.

**Solution.** Let the constant deposited energy per unit depth be $D$. All the beam energy is deposited between $0$ and $R$, so

$$\int_0^R D\,dx=DR=E,\qquad D=\frac{E}{R}.$$

Each energy $\varepsilon$ gives one secondary. Their number per unit depth is therefore $E/(\varepsilon R)$, and their total number is $E/\varepsilon$. Weighting each depth with its escape probability gives

$$\delta=\int_0^R\frac{E}{\varepsilon R}\,P e^{-x/\lambda}\,dx
=\frac{PE}{\varepsilon R}\Big[-\lambda e^{-x/\lambda}\Big]_0^R
=\frac{PE\lambda}{\varepsilon R}\left(1-e^{-R/\lambda}\right).$$

With $\lambda/R=1/z$ this becomes

$$\boxed{\;\delta(E)=\frac{PE}{\varepsilon}\,\frac{1-e^{-z}}{z},\qquad z=\frac{BE^n}{\lambda}\;}$$

The factor $E/\varepsilon$ is the number of secondaries created. The factor $P(1-e^{-z})/z$ is their mean escape probability. Since

$$\frac{1-e^{-z}}{z}=\int_0^1 e^{-zt}\,dt,$$

and the integrand falls with $z$ for every $t>0$, the mean escape probability falls as the beam goes deeper. More energy creates more secondaries, but places them on average farther from the surface.

## (b) Low and high energy

**Question.** Find the behaviour of $\delta$ for $z\ll1$ and $z\gg1$. What happens if the deposited energy density is constant not just in depth, but also in beam energy?

**Solution.** For small $z$, $1-e^{-z}=z-z^2/2+\dots$, so

$$\delta\simeq\frac{PE}{\varepsilon}\left(1-\frac z2\right)\longrightarrow\frac{PE}{\varepsilon}.$$

All secondaries then lie well within one escape length of the surface, and the yield counts how many are made.

For large $z$ the exponential is negligible, and

$$\delta\simeq\frac{PE}{\varepsilon z}=\frac{PE}{\varepsilon}\,\frac{\lambda}{BE^n}
=\frac{P\lambda}{\varepsilon B}\,E^{1-n}.$$

Now only a layer of thickness of order $\lambda$ contributes appreciably. The yield follows the energy density $E/R=E^{1-n}/B$ in that layer. If $n>1$, this density falls with beam energy, because the range grows faster than the energy supplied.

If $E/R=D$ is independent of $E$ as well, then $R=E/D$. This is the case $n=1$ with $B=1/D$, and the yield approaches the constant $P\lambda D/\varepsilon$. The words "constant energy density" must therefore be read as constant in depth at each beam energy; the two meanings lead to different yield curves.

## (c) Existence and number of maxima

**Question.** For which exponents $n$ does $\delta$ have a maximum at finite energy, and how many are there?

**Solution.** The logarithmic slope is convenient because it has the same sign as $d\delta/dE$. Apart from a constant,

$$\ln\delta=\ln E+\ln(1-e^{-z})-\ln z .$$

Because $z\propto E^n$, we have $d\ln z/d\ln E=n$, and hence $dz/d\ln E=nz$. Therefore

$$\frac{d\ln\delta}{d\ln E}=1+\frac{e^{-z}}{1-e^{-z}}\,nz-n .$$

Multiplying the numerator and denominator of the fraction by $e^z$ gives

$$\frac{d\ln\delta}{d\ln E}=1-n+n\,g(z),\qquad g(z)=\frac{z}{e^z-1}.$$

The behaviour of $g$ follows from its reciprocal,

$$\frac1{g(z)}=\frac{e^z-1}{z}=1+\frac{z}{2!}+\frac{z^2}{3!}+\dots .$$

Every coefficient is positive, so $1/g$ rises strictly from $1$ to infinity and $g$ falls strictly from $1$ to $0$. As $E$ increases from zero, the slope thus falls strictly from $1$ towards $1-n$.

If $n>1$, the final value is negative. The slope crosses zero once, from positive to negative, so there is one maximum and no other stationary point. If $0<n\le1$, then $1-n\ge0$ and $ng>0$. The slope is positive at every finite energy, and there is no maximum. The condition for a maximum is therefore $n>1$, which is assumed from here on.

## (d) Position of the maximum

**Question.** Find the range and beam energy at the maximum in closed form.

**Solution.** Let $a=n/(n-1)$, so that $a>1$. Setting the slope to zero gives $g(z_m)=(n-1)/n=1/a$, or

$$e^{z_m}=1+a z_m .$$

This equation also has the root $z=0$, which is not a maximum: the slope there is $1$. To isolate the other root, put $y=z_m+1/a$. Then $1+az_m=ay$ and $e^{z_m}=e^{y}e^{-1/a}$, so

$$e^{y}e^{-1/a}=ay .$$

Multiplying by $-e^{-y}/a$ and exchanging the sides gives

$$(-y)e^{-y}=-\frac1a\,e^{-1/a}.$$

The Lambert function $W$ is defined by $W(s)e^{W(s)}=s$, so $-y=W(-e^{-1/a}/a)$. Since $0<1/a<1$, the argument lies between $-1/e$ and $0$, where $W$ has two real branches. The branch $W_0$, with values above $-1$, gives $-y=-1/a$ and hence $z=0$. The branch $W_{-1}$, with values below $-1$, gives the maximum:

$$\boxed{\;z_m=-\frac1a-W_{-1}\!\left(-\frac{e^{-1/a}}{a}\right),\qquad
E_m=\left(\frac{\lambda z_m}{B}\right)^{1/n}\;}$$

Because $W_{-1}<-1$, this also shows that

$$z_m>1-\frac1a=1-\frac{n-1}{n}=\frac1n .$$

The ratio $z_m$ depends on $n$ alone. It is 2.92 for $n=1.2$, 2.28 for $n=1.35$, 1.72 for $n=1.6$ and 1.26 for $n=2$. In these cases the maximum occurs when the range is between about one and three escape lengths.

Two limits explain the trend. As $n\to1$, $a\to\infty$ and $z_m$ grows without bound, in agreement with the missing maximum at $n=1$. For large $n$, $a$ is close to $1$ and $z_m$ is small. Expanding $(e^{z_m}-1)/z_m=a$ to first order gives $1+z_m/2\simeq a$, hence $z_m\simeq2(a-1)=2/(n-1)$. The omitted terms of the series are positive, so this estimate lies above $z_m$ for every $n>1$. It becomes accurate only for large exponents: it gives 2 against 1.26 at $n=2$, and 0.222 against 0.207 at $n=10$.

## (e) Height and sharpness of the maximum

**Question.** Find $\delta_m=\delta(E_m)$ and the second derivative of $\ln\delta$ with respect to $\ln E$ at the maximum. What loss of yield does a small energy offset cause?

**Solution.** The peak condition removes the exponential:

$$1-e^{-z_m}=1-\frac1{1+az_m}=\frac{az_m}{1+az_m}.$$

Inserting this in the yield and multiplying numerator and denominator by $n-1$ gives

$$\delta_m=\frac{PE_m}{\varepsilon}\,\frac{a}{1+az_m}
=\frac{PE_m}{\varepsilon}\,\frac{n}{n-1+nz_m}.$$

For the curvature, differentiate $\ln g=\ln z-\ln(e^z-1)$:

$$\frac{d\ln g}{d\ln z}=1-\frac{ze^z}{e^z-1}=1-g e^z .$$

The slope found in (c) contains $ng$, and $d\ln z/d\ln E=n$ supplies another factor $n$. Thus

$$\frac{d^2\ln\delta}{d(\ln E)^2}=n^2 g\,(1-ge^z).$$

At the maximum $g=1/a$ and $e^{z_m}=1+az_m$, so the bracket is $1-1/a-z_m=1/n-z_m$. The curvature $K$ is

$$K=n^2\,\frac{n-1}{n}\left(\frac1n-z_m\right)=(n-1)(1-nz_m).$$

It is negative because $z_m>1/n$. For $E=uE_m$ with $u$ near $1$, the first derivative vanishes and

$$1-\frac{\delta}{\delta_m}\simeq-\frac K2(\ln u)^2 .$$

A small error in beam energy therefore changes the yield in second order at the maximum. Far above it the logarithmic slope approaches $1-n$, and the change is of first order.

## (f) What a measured yield curve can determine

**Question.** Write $\delta/\delta_m$ as a function of $u=E/E_m$. Which combinations of parameters can be found from $E_m$ and $\delta_m$ if $n$ is known?

**Solution.** Since $z=z_mu^n$, dividing the yield by its peak value gives

$$\frac{\delta}{\delta_m}=u\,\frac{z_m}{z}\,\frac{1-e^{-z}}{1-e^{-z_m}}
=u^{1-n}\,\frac{1-e^{-z_mu^n}}{1-e^{-z_m}} .$$

Within this model, solids with the same $n$ share one reduced curve, whatever their values of $B$, $\lambda$, $\varepsilon$ and $P$.

The position gives $\lambda/B=E_m^n/z_m$. The height then gives

$$\frac P\varepsilon=\frac{\delta_m}{E_m}\,\frac{n-1+nz_m}{n}.$$

The yield contains no other combinations, so even a complete curve $\delta(E)$ cannot separate $\lambda$ from $B$, or $P$ from $\varepsilon$. An independent range is needed to obtain the escape length.

At fixed $n$, $B$, $P$ and $\varepsilon$, both $E_m$ and $\delta_m$ are proportional to $\lambda^{1/n}$. A longer escape length lets the beam go deeper before the escape losses win, and more secondaries have been created by then.

## (g) A numerical case

**Question.** Take $n=1.6$, a range $R_{\rm ref}=250$ angstrom at $E_{\rm ref}=1000$ eV, $\lambda=30$ angstrom, $\varepsilon=25$ eV and $P=0.4$. Find the maximum and the energies at which $\delta=1$. These are round model parameters and represent no particular material.

**Solution.** The range law is $R=R_{\rm ref}(E/E_{\rm ref})^n$, so $B=R_{\rm ref}/E_{\rm ref}^n$. Here $a=1.6/0.6=2.667$ and $z_m=1.7207$. The range at the maximum is $30\times1.7207=51.6$ angstrom (97.6 bohr), and

$$E_m=1000\left(\frac{51.62}{250}\right)^{1/1.6}\text{ eV}=373\text{ eV}\quad(13.7\text{ hartree}).$$

The height is

$$\delta_m=\frac{0.4\times373.1}{25}\,\frac{1.6}{0.6+1.6\times1.7207}=2.85 .$$

Direct numerical maximization of the depth integral gives the same $z_m$ and $\delta_m$ to the digits printed in the numerical output.

The two competing factors can be read separately. From the maximum to 1000 eV, the number of secondaries created rises from 14.9 to 40.0, while the mean escape probability, including $P$, falls from 0.191 to 0.048. The number created grows by a factor of 2.7, but the escape probability falls by a factor of 4.0, so the yield drops to 1.92.

The curvature is $K=0.6(1-1.6\times1.7207)=-1.05$. For a beam energy 10 percent above $E_m$, the estimated loss is $\tfrac12\times1.052\times(\ln1.1)^2=0.48$ percent of $\delta_m$. The full integral gives the same value to this accuracy. Doubling the escape length multiplies both $E_m$ and $\delta_m$ by $2^{1/1.6}=1.54$, giving 575 eV and 4.39.

The yield tends to zero at both ends of the energy axis, rises up to $E_m$ and falls beyond it. Since $\delta_m>1$, it equals one at two energies. For the upper one, use the high-energy form from (b):

$$1=\frac{P\lambda}{\varepsilon B}E^{1-n}\quad\Rightarrow\quad
E=\left(\frac{P\lambda}{\varepsilon B}\right)^{1/(n-1)}
=E_{\rm ref}\left(\frac{P\lambda E_{\rm ref}}{\varepsilon R_{\rm ref}}\right)^{1/(n-1)} .$$

The last bracket is $0.4\times30\times1000/(25\times250)=1.92$, so $E=1000\times1.92^{1/0.6}=2966$ eV. At this energy $z=47.5$, and the neglected term $e^{-z}$ has no visible effect.

The lower energy is 65.9 eV. It lies slightly above the low-energy estimate $\varepsilon/P=62.5$ eV, because the escape losses already reduce the yield a little. This value should not be trusted as a prediction for a solid. The model range is just 6.3 angstrom even at 100 eV, so a continuous depth profile and a single power law are doubtful there.

Neither energy is by itself the neutral point of an insulating film. If the beam stops inside the film and no current leaks away, neutrality requires the emitted secondaries and the backscattered electrons together to balance the incident current. The condition is $\delta+\eta=1$, where $\eta$ is the backscattered fraction and $\delta$ includes the secondaries created by backscattered electrons. This model supplies neither of these two contributions.

## (h) How much depends on constant deposition?

**Question.** Suppose instead that the primaries travel straight and that $BE'^n$ is the remaining range of an electron whose energy has fallen to $E'$. Find the deposition profile and the new yield. Does the maximum survive for $n>1$?

**Solution.** At depth $x$ the remaining range is $R-x=BE'^n$. Dividing by $R=BE^n$ gives

$$E'(x)=E\left(1-\frac xR\right)^{1/n},\qquad
-\frac{dE'}{dx}=\frac{E}{nR}\left(1-\frac xR\right)^{1/n-1}.$$

For $n>1$ the deposition rises with depth and diverges at $x=R$, but its integral is still $E$. Constant deposition is thus a separate assumption, which does not follow from the range law unless $n=1$.

In the escape integral, change the variable from $x$ to $E'$, using $x=R(E)-R(E')$:

$$\tilde\delta(E)=\frac P\varepsilon\int_0^E
\exp\!\left[-\frac{R(E)-R(E')}{\lambda}\right]dE' .$$

Differentiation gives one term from the upper limit, where the exponential is $1$, and one from $R(E)$ in the exponent. With $R'(E)/\lambda=nz/E$,

$$\frac{d\tilde\delta}{dE}=\frac P\varepsilon-\frac{nz}{E}\,\tilde\delta .$$

The yield starts from zero with slope $P/\varepsilon>0$. At high energy just the layer near the surface matters, where the deposition is $E/(nR)$. The yield there approaches $1/n$ times the constant-deposition result, and so tends to zero for $n>1$. A maximum must lie in between. At any stationary point, differentiating once more and using $nz/E\propto E^{n-1}$ gives

$$\frac{d^2\tilde\delta}{dE^2}=-\frac{n(n-1)z}{E^2}\,\tilde\delta<0 .$$

Every stationary point is a maximum. Two maxima would need a minimum between them, so there is one. Setting the first derivative to zero gives its height, $\tilde\delta_m=PE/(\varepsilon nz)$, evaluated at the new peak.

For the parameters of (g), the new maximum is at 307 eV with $z=1.26$, and its height is

$$\tilde\delta_m=\frac{0.4\times307.0}{25\times1.6\times1.2598}=2.44 .$$

Relative to constant deposition, the peak energy is 18 percent lower and the peak yield 14 percent lower. The height falls because, at each beam energy, the same total number of secondaries is shifted towards greater depths, where escape is less likely.

The maximum therefore survives this change of profile, but its coordinates shift. For a known $B$ and a measured $E_m$, the inferred escape length is $\lambda=BE_m^n/z_m$, with $z_m$ taken from the chosen profile. For $n=1.6$ the second profile therefore gives an escape length larger by the factor $1.7207/1.2598=1.37$. An escape length inferred from $E_m$ carries this model dependence, in addition to any error from backscattering or from the range law.

## Computed values

```
Range exponent n: 1.6 (no unit)
Reference beam energy: 1000 eV
Range at reference energy: 250 angstrom
Escape length: 30 angstrom
Energy per internal secondary: 25 eV
Surface escape factor P: 0.4 (no unit)
Ratio a = n/(n-1): 2.6667 (no unit)
Peak range/escape length z_m, Lambert: 1.7207 (no unit)
Same ratio, direct maximization: 1.7207 (no unit)
Peak beam energy: 373.1 eV = 13.711 hartree
Range at peak: 51.62 angstrom = 97.55 bohr
Peak yield, direct maximization: 2.8483 electrons/electron
Peak yield, formula: 2.8483 electrons/electron
Logarithmic curvature at peak: -1.0519 (no unit)
Yield loss at 1.1 E_m, integral: 0.478 percent
Yield loss at 1.1 E_m, curvature: 0.478 percent
Columns: E (eV), R (angstrom), E/eps, mean escape with P, yield
  100.0     6.28    4.000   0.3609   1.4436
  373.1    51.62   14.923   0.1909   2.8483
 1000.0   250.00   40.000   0.0480   1.9195
 3000.0  1449.89  120.000   0.0083   0.9932
Lower unit-yield energy: 65.9 eV
Upper unit-yield energy: 2966.0 eV
Upper unit-yield energy, tail formula: 2966.0 eV
Range/escape length there: 47.5 (no unit)
Peak energy with doubled escape length: 575.4 eV
Peak yield with doubled escape length: 4.3928 per electron
Common factor for both: 1.5422 (no unit)
z_m for n = 1.20: 2.9183 (no unit)
z_m for n = 1.35: 2.2830 (no unit)
z_m for n = 2.00: 1.2564 (no unit)
Non-constant deposition, peak energy: 307.0 eV
Non-constant deposition, z at peak: 1.2598 (no unit)
Non-constant deposition, peak yield: 2.4371 per electron
Tail yield ratio to constant case, 50000 eV: 0.6251
```
